**N-point sum of the local Green function of a tight-binding chain**

For the band ε(k) = −2t cos k, the sum G_N over k_j = 2πj/N of 1/(z−ε) equals the exact Brillouin-zone integral G = 1/(√(z−2t)√(z+2t)) times (1+λ^N)/(1−λ^N), where λ is the root of tw²+zw+t = 0 inside the unit circle. With |λ| = exp(−κ) and cosh κ = (|z−2t|+|z+2t|)/4t, the rate for z = E+iη inside the band, with η small against 2t−|E|, is κ ≈ η/u, where u = v/a = √(4t²−E²), v is the group velocity and a the lattice constant, so a relative error δ needs N ≈ (u/η) ln(2/δ). The program asserts the closed forms against Gauss–Legendre quadrature, direct sums on plain and shifted grids, inversion of twisted-ring matrices, a symbolic identity for rings of 3 to 7 sites and an aliasing sum of quadrature amplitudes. It also asserts the two-sided error bounds, the η⁵ scaling of the remainder of the expansion of κ, the limits at the band centre, at the edge and outside the band, the scaling of the required N with η, and the real limit cot(Nk₀/2)/u at fixed N, with cos k₀ = −E/2t. For t = 0.05 Ha, a = 5 bohr, E = −0.06 Ha and η = 0.001 Ha the output gives u/η = 80, an error of 0.79 relative to G at N = 80, a fitted rate of 0.012499 with prefactor 2.000, and N = 1161 for δ = 10⁻⁶ against the estimate 1160.7. Near the edge, at E = −0.099 Ha, the estimate gives 204.7 while the direct scan needs 225.

## Verification by program

```python
# Chain eps(k) = -2 t cos k (k = wave number times lattice constant a), Hartree atomic units.
# G_n(z) = (1/2pi) int dk e^{ikn}/(z-eps), G = G_0,
# G_N(z;theta) = (1/N) sum_j 1/(z-eps(k_j)), k_j = (2 pi j + theta)/N.
# Under test: with lam the root of t w^2 + z w + t = 0 inside the unit circle,
#   G = 1/(sqrt(z-2t) sqrt(z+2t)), G_n = G lam^|n|,
#   G_N(theta=0) = G (1+lam^N)/(1-lam^N), general: G (1-lam^2N)/(1-2 lam^N cos(theta)+lam^2N),
#   |lam| = exp(-kappa), cosh(kappa) = (|z-2t|+|z+2t|)/(4t),
#   for z = E+i eta in the band: kappa = eta/u - eta^3 (4t^2+2E^2)/(6u^5) + O(eta^5),
#   u = v/a = sqrt(4t^2-E^2); relative error <= delta needs N ~ (u/eta) ln(2/delta).
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc

t, a, E, eta, delta = 0.05, 5.0, -0.06, 1.0e-3, 1.0e-6
ha_ev = pc['Hartree energy in eV'][0]
bohr_nm = pc['Bohr radius'][0]*1e9
au_vel = pc['atomic unit of velocity'][0]

# ---- definitions: quadrature, direct sum, ring resolvent, numerical root
xg, wg = np.polynomial.legendre.leggauss(20)
edges = np.linspace(0, np.pi, 2001)
half = 0.5*(edges[1]-edges[0])
kq = ((edges[:-1]+half)[:, None] + half*xg[None, :]).ravel()
wq = np.tile(half*wg, 2000)
def G_quad(z, n=0):
    return np.sum(wq*np.cos(n*kq)/(z+2*t*np.cos(kq)))/np.pi
def G_sum(z, N, theta=0.0, hop=t):
    return np.mean(1/(z+2*hop*np.cos((2*np.pi*np.arange(N)+theta)/N)))
def G_ring(z, N, theta):
    H = np.zeros((N, N), complex)
    for j in range(N):
        amp = -t*(np.exp(1j*theta) if j == N-1 else 1.0)
        H[j, (j+1) % N] += amp
        H[(j+1) % N, j] += np.conj(amp)
    return np.linalg.inv(z*np.eye(N)-H)[0, 0]
def kappa_root(z):
    return -np.log(np.min(np.abs(np.roots([t, z, t]))))
def errors(z, Nmax, theta=0.0):
    ref = G_quad(z)
    return np.array([abs(G_sum(z, N, theta)/ref-1) for N in range(1, Nmax+1)])
def N_needed(z, Nmax, theta=0.0):
    bad = np.nonzero(errors(z, Nmax, theta) > delta)[0]
    assert bad[-1] < Nmax-20
    return int(bad[-1])+2

# ---- derived formulas
def s_root(z): return np.sqrt(complex(z)-2*t)*np.sqrt(complex(z)+2*t)
def lam(z): return (-z+s_root(z))/(2*t)
def G_form(z): return 1/s_root(z)
def kappa(z): return np.arccosh((abs(z-2*t)+abs(z+2*t))/(4*t))
def factor(l, N, theta): return (1-l**(2*N))/(1-2*l**N*np.cos(theta)+l**(2*N))
def N_window(k): return (int(np.ceil(np.log((2-delta)/delta)/k)), int(np.ceil(np.log((2+delta)/delta)/k)))

# ---- symbolic: ring resolvent p'/(N p) against the closed form; derivatives of q(E)
x, l = sp.symbols('x l')
ts = sp.symbols('ts', positive=True)
for N in range(3, 8):
    H = sp.Matrix(N, N, lambda i, j: -1 if (i-j) % N in (1, N-1) else 0)
    p = H.charpoly(x).as_expr()
    lhs = (sp.diff(p, x)/(N*p)).subs(x, -(l+1/l))
    assert sp.cancel(sp.together(lhs-(1+l**N)/((1-l**N)*(l-1/l)))) == 0
qs = sp.acos(-x/(2*ts))
for xv, tv in [(sp.Rational(-3, 50), sp.Rational(1, 20)), (sp.Rational(7, 10), 1)]:
    sub = {x: xv, ts: tv}
    assert abs(sp.N((sp.diff(qs, x)-1/sp.sqrt(4*ts**2-x**2)).subs(sub), 30)) < 1e-20
    assert abs(sp.N((sp.diff(qs, x, 3)-(4*ts**2+2*x**2)/(4*ts**2-x**2)**sp.Rational(5, 2)).subs(sub), 30)) < 1e-18

# ---- residue result, grid identity, ring, kappa, sign of hopping
zs = [E+1j*eta, 0.03+0.01j, 0.03-0.01j, -0.1+1e-3j, 0.12+0j, -0.12+0j, 0.05j, 0.09+2e-3j]
for z in zs:
    L, G = lam(z), G_form(z)
    assert abs(L) < 1 and abs(kappa(z)-kappa_root(z)) < 1e-11
    for n in (0, 1, 2, 7, 40):
        assert abs(G_quad(z, n)-G*L**n) < 1e-10*abs(G)
    for N in (1, 2, 3, 4, 7, 30, 81):
        tol = 1e-9*abs(G)*max(1, abs(G_sum(z, N)/G))
        assert abs(G_sum(z, N)-G*(1+L**N)/(1-L**N)) < tol
        assert abs(G_sum(z, N, np.pi)*G_sum(z, N)-G**2) < 1e-9*abs(G)**2
        assert abs(G_sum(z, N, 0.0, -t)-G*(1+(-L)**N)/(1-(-L)**N)) < 1e-8*abs(G)
        for th in (0.0, 0.7, np.pi/2, np.pi):
            d = G_sum(z, N, th)
            assert abs(d-G*factor(L, N, th)) < 1e-9*max(abs(d), abs(G))
            assert abs(d-G_ring(z, N, th)) < 1e-9*max(abs(d), abs(G))
# aliasing with quadrature amplitudes only
za = 0.03+0.02j
for N, th in [(5, 0.0), (6, 0.7)]:
    alias = G_quad(za)+sum(2*np.cos(m*th)*G_quad(za, m*N) for m in range(1, 40))
    assert abs(alias-G_sum(za, N, th)) < 1e-10*abs(alias)

# ---- small-eta expansion and limits of kappa
u = np.sqrt(4*t*t-E*E); v = u*a; k0 = np.arccos(-E/(2*t))
def kappa3(h): return h/u-h**3*(4*t*t+2*E*E)/(6*u**5)
ratio5 = (kappa_root(E+2j*eta)-kappa3(2*eta))/(kappa_root(E+1j*eta)-kappa3(eta))
assert abs(ratio5-32) < 1.0
assert abs(kappa_root(0.04j)-np.arcsinh(0.04/(2*t))) < 1e-13
assert abs(kappa_root(-2*t+1j*eta)/np.sqrt(eta/(2*t))-1) < 2e-3
assert abs(kappa_root(-0.12+1e-7j)-np.arccosh(0.12/(2*t))) < 1e-9

# ---- worked example
z = E+1j*eta; L = lam(z); G = G_form(z); kap = kappa(z)
err = errors(z, 1500); Ns = np.arange(1, 1501); r = np.exp(-Ns*kap)
assert np.all(err >= 2*r/(1+r)-1e-11) and np.all(err <= 2*r/(1-r)+1e-11)
slope, icpt = np.polyfit(Ns[399:1200], np.log(err[399:1200]), 1)
assert abs(-slope/(eta/u)-1) < 1e-3 and abs(np.exp(icpt)-2) < 0.01
Nscale = int(round(u/eta))
assert err[Nscale-1] > 0.5

print(f"t = {t} Ha ({t*ha_ev:.4f} eV), a = {a} bohr")
print(f"E = {E} Ha, eta = {eta} Ha ({eta*ha_ev*1e3:.2f} meV), delta = {delta:.0e}")
print(f"k0 = {k0:.6f} rad, u = v/a = {u:.6f} Ha, 2t-|E| = {2*t-abs(E):.3f} Ha")
print(f"v = {v:.6f} a.u. ({v*au_vel:.4e} m/s), v/(a eta) = {u/eta:.3f} sites")
print(f"lambda = {L.real:.8f} {L.imag:+.8f}i, |lambda| = {abs(L):.8f}, q0 = {np.angle(L):.6f} rad")
print(f"kappa exact = {kap:.10f}, eta/u = {eta/u:.10f}, third order = {kappa3(eta):.10f} per site")
print(f"cubic term = {eta/u-kappa3(eta):.4e} per site, residual ratio (2eta vs eta) = {ratio5:.2f}")
print(f"G formula = {G.real:.8f} {G.imag:+.8f}i 1/Ha")
print(f"G quadrature = {G_quad(z).real:.8f} {G_quad(z).imag:+.8f}i 1/Ha")
print(f"rho = {-G.imag/np.pi:.6f} 1/Ha per site ({-G.imag/np.pi/ha_ev:.6f} 1/eV), 1/(pi u) = {1/(np.pi*u):.6f} 1/Ha")
print("N | direct G_N (1/Ha) | rho_N (1/Ha) | rel. error | lower | upper")
for N in (20, Nscale, Nscale+1, 2*Nscale, 5*Nscale, 10*Nscale):
    g = G_sum(z, N); rr = r[N-1]
    print(f"{N} | {g.real:.6f} {g.imag:+.6f}i | {-g.imag/np.pi:.6f} | {err[N-1]:.4e} | {2*rr/(1+rr):.4e} | {2*rr/(1-rr):.4e}")
LN = L**Nscale; fN = (1+LN)/(1-LN)
print(f"N = {Nscale}: lambda^N = {LN.real:.6f} {LN.imag:+.6f}i, factor = {fN.real:.6f} {fN.imag:+.6f}i")
print(f"fit N=400..1200: rate = {-slope:.6f} per site, prefactor = {np.exp(icpt):.4f}")
print(f"ln(2/delta) = {np.log(2/delta):.5f}, ln(2/delta)/(2 pi) = {np.log(2/delta)/(2*np.pi):.4f}")

print("E (Ha), eta (Ha) | kappa | N direct scan | window | (u/eta) ln(2/delta)")
need = {}
for Ec, hc, Nmax in [(E, eta, 1300), (E, eta/2, 2450), (0.0, eta, 1600), (-0.09, eta, 800),
                     (-0.099, eta, 400), (-0.1, eta, 300), (-0.1, eta/4, 450), (-0.12, eta, 100)]:
    zc = Ec+1j*hc; n = N_needed(zc, Nmax); lo, hi = N_window(kappa(zc)); need[(Ec, hc)] = n
    assert lo <= n <= hi
    est = f"{np.sqrt(4*t*t-Ec*Ec)/hc*np.log(2/delta):.1f}" if abs(Ec) < 2*t-1e-12 else "n/a"
    print(f"{Ec}, {hc} | {kappa(zc):.6f} | {n} | {lo}-{hi} | {est}")
Nstar = need[(E, eta)]
assert abs(Nstar/(u/eta*np.log(2/delta))-1) < 2e-3
assert abs(need[(E, eta/2)]/Nstar-2) < 0.01
assert abs(need[(-0.1, eta/4)]/need[(-0.1, eta)]-2) < 0.03
print(f"edge estimate sqrt(eta/2t) = {np.sqrt(eta/(2*t)):.6f}, arcosh(0.12/2t) = {np.arccosh(0.12/(2*t)):.6f}")
print(f"ring length at N = {Nstar}: {Nstar*a:.0f} bohr ({Nstar*a*bohr_nm:.1f} nm), error = {err[Nstar-1]:.4e}")
Nq = N_needed(z, 700, np.pi/2)
assert abs(Nq/Nstar-0.5) < 2e-3
print(f"theta = pi/2 grid: N needed = {Nq}")

levels = -2*t*np.cos(2*np.pi*np.arange(Nstar//2+1)/Nstar)
i = np.searchsorted(levels, E); gap = levels[i]-levels[i-1]
assert abs(gap/(2*np.pi*u/Nstar)-1) < 1e-2
print(f"level spacing at N = {Nstar}: {gap:.4e} Ha, 2 pi u/N = {2*np.pi*u/Nstar:.4e} Ha, eta/spacing = {eta/gap:.3f}")

g0 = G_sum(E+1e-9j, Nscale); lim = 1/(u*np.tan(Nscale*k0/2))
assert abs(g0-lim) < 1e-5*abs(lim) and abs(g0.imag) < 1e-4/u
print(f"N = {Nscale}, eta = 1e-9 Ha: G_N = {g0.real:.5f} {g0.imag:+.2e}i, cot(N k0/2)/u = {lim:.5f}, 1/u = {1/u:.5f} 1/Ha")
print("checks complete")
```

Output:

```
t = 0.05 Ha (1.3606 eV), a = 5.0 bohr
E = -0.06 Ha, eta = 0.001 Ha (27.21 meV), delta = 1e-06
k0 = 0.927295 rad, u = v/a = 0.080000 Ha, 2t-|E| = 0.040 Ha
v = 0.400000 a.u. (8.7508e+05 m/s), v/(a eta) = 80.000 sites
lambda = 0.59250092 +0.79009764i, |lambda| = 0.98757866, q0 = 0.927354 rad
kappa exact = 0.0124991254, eta/u = 0.0125000000, third order = 0.0124991252 per site
cubic term = 8.7484e-07 per site, residual ratio (2eta vs eta) = 31.96
G formula = -0.11713431 -12.49737667i 1/Ha
G quadrature = -0.11713431 -12.49737667i 1/Ha
rho = 3.978039 1/Ha per site (0.146190 1/eV), 1/(pi u) = 3.978874 1/Ha
N | direct G_N (1/Ha) | rho_N (1/Ha) | rel. error | lower | upper
20 | -48.854440 -40.645149i | 12.937753 | 4.5033e+00 | 8.7566e-01 | 7.0422e+00
80 | -9.942008 -12.249722i | 3.899208 | 7.8637e-01 | 5.3791e-01 | 1.1641e+00
81 | -6.066380 -24.930552i | 7.935641 | 1.1028e+00 | 5.3301e-01 | 1.1414e+00
160 | -1.924015 -10.026350i | 3.191486 | 2.4493e-01 | 2.3844e-01 | 3.1309e-01
400 | -0.079168 -12.662664i | 4.030651 | 1.3570e-02 | 1.3390e-02 | 1.3572e-02
800 | -0.116632 -12.498395i | 3.978363 | 9.0867e-05 | 9.0859e-05 | 9.0868e-05
N = 80: lambda^N = 0.129905 -0.344208i, factor = 0.987553 -0.786272i
fit N=400..1200: rate = 0.012499 per site, prefactor = 2.0000
ln(2/delta) = 14.50866, ln(2/delta)/(2 pi) = 2.3091
E (Ha), eta (Ha) | kappa | N direct scan | window | (u/eta) ln(2/delta)
-0.06, 0.001 | 0.012499 | 1161 | 1161-1161 | 1160.7
-0.06, 0.0005 | 0.006250 | 2322 | 2322-2322 | 2321.4
0.0, 0.001 | 0.010000 | 1451 | 1451-1451 | 1450.9
-0.09, 0.001 | 0.022914 | 634 | 634-634 | 632.4
-0.099, 0.001 | 0.064543 | 225 | 225-225 | 204.7
-0.1, 0.001 | 0.100083 | 145 | 145-145 | n/a
-0.1, 0.00025 | 0.050010 | 291 | 291-291 | n/a
-0.12, 0.001 | 0.622568 | 24 | 24-24 | n/a
edge estimate sqrt(eta/2t) = 0.100000, arcosh(0.12/2t) = 0.622363
ring length at N = 1161: 5805 bohr (307.2 nm), error = 9.9718e-07
theta = pi/2 grid: N needed = 581
level spacing at N = 1161: 4.3322e-04 Ha, 2 pi u/N = 4.3295e-04 Ha, eta/spacing = 2.308
N = 80, eta = 1e-9 Ha: G_N = -17.98789 -1.90e-05i, cot(N k0/2)/u = -17.98789, 1/u = 12.50000 1/Ha
checks complete
```
